\section*{Rebuilding and symmetrising dynamical matrices over the star of q}

\section{A fault that the mesh frequencies hide}

Suppose that dynamical matrices are computed on an irreducible wedge of wave vectors and rotated to the rest of a mesh, but the phase factors for atoms carried into another cell are forgotten. Every frequency on the mesh is still right, because the faulty matrices are unitarily equivalent to the correct ones. The eigenvectors are wrong, and so are the force constants obtained by Fourier transformation. In the model crystal below, whose frequencies reach about 9 THz, this fault gives, for one choice of the wedge, an error of 5 THz in an interpolated frequency, an imaginary frequency being counted as negative.

Noise causes a second fault. If a computed matrix does not have the symmetry of its own wave vector, two operations leading to the same arm of the star give two different matrices. The result then depends on the order in which the operations are listed. Both faults are cured by one transformation matrix, used first for averaging and then for rotation.

\section{Transformation law}

Atom $\kappa$ of cell $\mathbf R$ sits at $\mathbf R+\boldsymbol\tau_\kappa$; there are $n$ atoms per primitive cell. Let $\Phi(a,b)$ be the $3\times3$ block of second derivatives of the energy for atoms $a,b$. Define
\begin{equation}
C_{\kappa\kappa'}(\mathbf q)=\frac{1}{\sqrt{M_\kappa M_{\kappa'}}}\sum_{\mathbf R}\Phi(0\kappa,\mathbf R\kappa')\,e^{i\mathbf q\cdot\mathbf R}.
\label{C}
\end{equation}
The phases contain lattice vectors only, so $C(\mathbf q+\mathbf G)=C(\mathbf q)$ for every reciprocal lattice vector $\mathbf G$.

A space-group operation $g=\{S|\mathbf v\}$ takes $\mathbf x$ to $S\mathbf x+\mathbf v$. It sends atom $\kappa$ to an atom $\pi\kappa$ of the same species, possibly in another cell:
\begin{equation}
S\boldsymbol\tau_\kappa+\mathbf v=\boldsymbol\tau_{\pi\kappa}+\mathbf R_\kappa .
\label{map}
\end{equation}
Hence $g(\mathbf R,\kappa)=(S\mathbf R+\mathbf R_\kappa,\pi\kappa)$. Displacements are carried along as $\mathbf u'(ga)=S\mathbf u(a)$. Equal energies for $\mathbf u$ and $\mathbf u'$ require $S^T\Phi(ga,gb)S=\Phi(a,b)$, and since $S$ is orthogonal,
\begin{equation}
\Phi(ga,gb)=S\,\Phi(a,b)\,S^T .
\label{phi}
\end{equation}

Take $a=(0,\kappa)$ and $b=(\mathbf R,\kappa')$. Their images are separated by the cell vector $\mathbf R'=S\mathbf R+\mathbf R_{\kappa'}-\mathbf R_\kappa$, which runs over the whole lattice as $\mathbf R$ does. The masses are unchanged, so
\begin{align}
C_{\pi\kappa,\pi\kappa'}(S\mathbf q)
&=\frac{1}{\sqrt{M_\kappa M_{\kappa'}}}\sum_{\mathbf R}S\Phi(0\kappa,\mathbf R\kappa')S^T
e^{iS\mathbf q\cdot(S\mathbf R+\mathbf R_{\kappa'}-\mathbf R_\kappa)}\nonumber\\
&=S\,C_{\kappa\kappa'}(\mathbf q)\,S^T e^{iS\mathbf q\cdot(\mathbf R_{\kappa'}-\mathbf R_\kappa)},
\label{block}
\end{align}
where $S\mathbf q\cdot S\mathbf R=\mathbf q\cdot\mathbf R$ was used. In matrix form,
\begin{equation}
C(S\mathbf q)=\Gamma\,C(\mathbf q)\,\Gamma^\dagger,\qquad
\Gamma_{\pi\kappa,\kappa}(\mathbf q;g)=S\,e^{-iS\mathbf q\cdot\mathbf R_\kappa},
\label{law}
\end{equation}
with all other blocks of $\Gamma$ zero. $\Gamma$ is unitary.

The force constants are real, so complex conjugation of (\ref{C}) gives
\begin{equation}
C(-\mathbf q)=C(\mathbf q)^* .
\label{tr}
\end{equation}
This is the time-reversal step. It supplies the arms at $-\mathbf q$ when no rotation does. Velocity-dependent forces, such as those in a magnetic field, are not contained in $\Phi$ and need a separate treatment. In a magnetically ordered crystal the operations must be those that leave the energy of the ordered state invariant.

\subsection{Phases from full atomic positions}

An alternative convention is
\begin{equation}
D_{\kappa\kappa'}(\mathbf q)=e^{-i\mathbf q\cdot\boldsymbol\tau_\kappa}C_{\kappa\kappa'}(\mathbf q)e^{i\mathbf q\cdot\boldsymbol\tau_{\kappa'}} .
\end{equation}
On rotation, (\ref{block}) leaves the phase $e^{-iS\mathbf q\cdot(\boldsymbol\tau_{\pi\kappa}+\mathbf R_\kappa)}$ on the left and its counterpart for $\kappa'$ on the right. By (\ref{map}) the left phase is $e^{-i\mathbf q\cdot\boldsymbol\tau_\kappa}e^{-iS\mathbf q\cdot\mathbf v}$. The factor with $\mathbf v$ cancels against the right side, and
\begin{align}
D_{\pi\kappa,\pi\kappa'}(S\mathbf q)&=S\,D_{\kappa\kappa'}(\mathbf q)\,S^T,\label{Drot}\\
D_{\kappa\kappa'}(\mathbf q+\mathbf G)&=e^{-i\mathbf G\cdot\boldsymbol\tau_\kappa}D_{\kappa\kappa'}(\mathbf q)e^{i\mathbf G\cdot\boldsymbol\tau_{\kappa'}} .\label{Dfold}
\end{align}
The phases have moved from the rotation to the folding back into the mesh. Using the rotation rule of one convention with the folding rule of the other is an error.

The form (\ref{Drot}) shows the effect of inversion, $S=-1$. Together with $D(-\mathbf q)=D(\mathbf q)^*$ it gives $D_{\pi\kappa,\pi\kappa'}(\mathbf q)=D_{\kappa\kappa'}(\mathbf q)^*$ at every $\mathbf q$. If every atom is an inversion centre, then $\pi\kappa=\kappa$ and $D$ is real. With inversion present, rotations already reach $-\mathbf q$ and conjugation adds no arms.

\section{Little-group averaging}

Let $g_2$ act first and $g_1$ second. Atom $\kappa$ ends with the cell shift $S_1\mathbf R^{(2)}_\kappa+\mathbf R^{(1)}_{\pi_2\kappa}$. Since $S_1S_2\mathbf q\cdot S_1\mathbf R^{(2)}_\kappa=S_2\mathbf q\cdot\mathbf R^{(2)}_\kappa$, the phases factorise:
\begin{equation}
\Gamma(\mathbf q;g_1g_2)=\Gamma(S_2\mathbf q;g_1)\,\Gamma(\mathbf q;g_2).
\label{comp}
\end{equation}
The product $g_1g_2$ may differ from the stored operation with the same rotation by a lattice translation $\mathbf t$. That multiplies $\Gamma$ by one overall phase, which cancels in $\Gamma X\Gamma^\dagger$. Screw axes and glide planes therefore need no special case, even at the zone boundary.

For a given $\mathbf q$, write $\equiv$ for equality up to a reciprocal lattice vector, and collect the maps
\begin{align}
X&\mapsto\Gamma X\Gamma^\dagger &&\text{if } S\mathbf q\equiv\mathbf q,\nonumber\\
X&\mapsto(\Gamma X\Gamma^\dagger)^* &&\text{if } S\mathbf q\equiv-\mathbf q .
\label{maps}
\end{align}
An operation satisfying both conditions is entered twice. By (\ref{law}) and (\ref{tr}), the true $C(\mathbf q)$ is unchanged by each map. The maps form a group. For two of the second kind, the combined matrix is $\Gamma(\mathbf q;g_1)^*\Gamma(\mathbf q;g_2)$. As $S$ is real, $\Gamma(\mathbf q;g_1)^*=\Gamma(-\mathbf q;g_1)$, which equals $\Gamma(S_2\mathbf q;g_1)$, and (\ref{comp}) applies. Mixed products follow in the same way.

With $h$ maps $U_j$ in all, the average is
\begin{equation}
PX=\frac1h\sum_{j=1}^h U_jX .
\end{equation}
Multiplying by any $U_i$ permutes the terms, so $U_iP=P$ and $P^2=P$. On Hermitian matrices with inner product $\langle X,Y\rangle=\mathrm{tr}(XY)$, each $U_j$ preserves the norm, so $U_j^T=U_j^{-1}$. The inverses are in the group, hence $P^T=P$. For any allowed matrix $Z=PZ$,
\begin{equation}
\|X-Z\|^2=\|X-PX\|^2+\|PX-Z\|^2,
\end{equation}
because the cross term is $2\langle(1-P)X,P(PX-Z)\rangle=0$. Thus $PX$ is the allowed matrix nearest to $X$ in the Frobenius norm.

\subsection{Free parameters and noise}

The number of free real parameters is $d=\mathrm{tr}\,P$. To find it, extend each map linearly from Hermitian to all complex matrices and sum over the elementary matrices $E_{ij}$. A map of the first kind contributes $\sum_{ij}\Gamma_{ii}\Gamma_{jj}^*=|\mathrm{tr}\,\Gamma|^2$. For the second kind, Hermiticity gives $(\Gamma X\Gamma^\dagger)^*=\Gamma^*X^T\Gamma^T$, whose trace is $\sum_{ij}\Gamma^*_{ij}\Gamma_{ji}$. Therefore
\begin{equation}
d=\frac1h\Big[\sum_{S\mathbf q\equiv\mathbf q}|\mathrm{tr}\,\Gamma|^2+\sum_{S\mathbf q\equiv-\mathbf q}\mathrm{tr}(\Gamma^*\Gamma)\Big].
\label{d}
\end{equation}

Let the error be $E=(Z+Z^\dagger)/2$, where the real and imaginary parts of all elements of $Z$ are independent Gaussians of standard deviation $\sigma$. A diagonal element of $E$ has variance $\sigma^2$. The real and imaginary parts of an off-diagonal element have variance $\sigma^2/2$, but each occurs twice in the norm. All $(3n)^2$ coordinates in an orthonormal Hermitian basis thus have variance $\sigma^2$, and
\begin{equation}
\langle\|PE\|^2\rangle=d\,\sigma^2,\qquad \langle\|E-PE\|^2\rangle=(9n^2-d)\,\sigma^2 .
\label{noise}
\end{equation}
An error that itself has the crystal symmetry is not reduced at all.

\subsection{Why averaging comes first}

Suppose $g$ and $g'$ lead from $\mathbf q$ to the same arm. Then $k=g'^{-1}g$ belongs to the little group, and up to a phase $\Gamma(\mathbf q;g)=\Gamma(\mathbf q;g')\Gamma(\mathbf q;k)$. If $X$ has been averaged, $\Gamma(\mathbf q;k)$ leaves it unchanged and both routes give the same matrix. The same argument covers routes with conjugation. Without averaging the results differ in general.

\section{Scheme}

Let the columns of $A$ be the lattice vectors. In fractional coordinates the rotation is the integer matrix $W=A^{-1}SA$. With $\mathbf q\cdot\mathbf x=2\pi k^Tf$, the wave vector transforms as $k\mapsto W^{-T}k$. Orthogonality of $S$ is equivalent to $W^TA^TAW=A^TA$. Column $j$ of $W$ is hence a lattice vector as long as $\mathbf a_j$, which makes the search finite.

\begin{verbatim}
operations:
  for each integer W preserving A^T A:
    for each atom j of the species of atom 1:
      v = tau[j] - W tau[1]
      if every W tau[k] + v = tau[p[k]] + R[k],
         with R[k] integer and species equal:
        store W, v, p, R; go to next W

rebuild:
  for each mesh point q not yet filled:
    X = computed matrix at q; X = (X + X^dagger)/2
    C[q] = average of X over the maps of q
    for each operation:
      Y = Gamma C[q] Gamma^dagger
      if fold(Sq)  is empty: C[fold(Sq)]  = Y
    for each operation:
      if fold(-Sq) is empty: C[fold(-Sq)] = conj(Y)
\end{verbatim}
In the last loop, $Y$ is the rotated matrix of that operation. In a primitive cell one translation per $W$ suffices, since two would differ by a lattice vector.

\textbf{Cost.} $\Gamma$ has one $3\times3$ block per column of blocks. Applied block by block, one image costs $O(n^2)$ operations rather than the $O(n^3)$ of dense multiplication. The saving lies in the matrices that need not be computed from first principles.

\textbf{Stability.} Unitary conjugation preserves the Frobenius norm, and averaging cannot increase the norm of an error, so input errors are not amplified on the mesh. Interpolation between mesh points can amplify them: on the mesh of the example below, with the box of real-space cells used there, errors of equal norm at the wedge points grow at $(0.13,0.21,0.37)$ by a factor of 2.2 if they are multiples of the unit matrix with unfavourable signs, and a search over allowed error matrices reaches 2.5. The factor depends on the cells chosen: with the Wigner--Seitz cell of the supercell the two values are 1.7 and 2.0. Mesh points should be held as integers, so that folding does not depend on rounding. If the lattice has its symmetry only approximately, $AWA^{-1}$ is not orthogonal; the lattice should be symmetrised first.

\section{Worked example}

The model crystal has a hexagonal cell with $a=4$ \AA, $c=5$ \AA\ and three atoms of mass 50 u at $(x,0,\tfrac13)$, $(0,x,\tfrac23)$, $(-x,-x,0)$, $x=0.22$. They form helices about a threefold screw axis. There are six operations: the identity, two screws and three twofold rotations. There is no inversion.

The energy contains a term $\tfrac12K[\hat{\mathbf r}\cdot(\mathbf u_j-\mathbf u_i)]^2$ for each pair, with $K=100$, 15 and 5 N/m for distances below 2.5, between 2.5 and 3.5, and between 3.5 and 4.1 \AA. For the two shortest bonds $\mathbf r_1,\mathbf r_2$ of length $\ell$ at each atom 0 it also contains $\tfrac12K_b[\mathbf r_1\cdot(\mathbf u_2-\mathbf u_0)+\mathbf r_2\cdot(\mathbf u_1-\mathbf u_0)]^2/\ell^2$, with $K_b=10$ N/m. Its second derivatives give $\Phi$, and (\ref{C}) gives $C$, quoted as squared frequency $(\omega/2\pi)^2$ in THz$^2$.

\subsection{Size of the wedge}

Summing over mesh points the number of maps that fix each one gives the number of maps times the number of orbits, because a point in an orbit of size $s$ is fixed by a fraction $1/s$ of the maps. On a $6\times6\times4$ mesh of 144 points, the identity fixes 144, each screw $3\times4=12$, and each twofold rotation $6\times2=12$. The sum is 204, so rotations alone leave $204/6=34$ wedge points. Followed by $\mathbf q\to-\mathbf q$, the same operations fix 8, 2 and $6\times4=24$ points respectively, in sum $8+4+72=84$. With conjugation the wedge has $(204+84)/12=24$ points. Of the other 120, 80 are filled by rotation and 40 by conjugation.

\subsection{One screw operation}

The screw takes $(f_1,f_2,f_3)$ to $(-f_2,f_1-f_2,f_3+\tfrac13)$. Atoms 1, 2, 3 go to 2, 3, 1. Atom 2 arrives at height 1, while atom 3 is listed at height 0, so $\mathbf R_2=\mathbf c$; the other shifts vanish. The wave vector $(\tfrac16,\tfrac13,\tfrac14)$ goes to $(-\tfrac12,\tfrac16,\tfrac14)$. Equation (\ref{block}) gives
\begin{equation}
C_{23}(S\mathbf q)=e^{2\pi i/4}\,S\,C_{12}(\mathbf q)\,S^T=i\,S\,C_{12}(\mathbf q)\,S^T .
\end{equation}
The direct sum at $\mathbf q$ has $C_{12}^{zz}=-16.61+2.92i$, $C_{12}^{xz}=9.80-0.75i$ and $C_{12}^{yz}=-8.85-3.98i$. As $S$ is a rotation by $120^\circ$ about $z$,
\begin{align}
C_{23}^{zz}(S\mathbf q)&=i(-16.61+2.92i)=-2.92-16.61i,\\
C_{23}^{xz}(S\mathbf q)&=i\big(-\tfrac12C_{12}^{xz}-\tfrac{\sqrt3}{2}C_{12}^{yz}\big)=-3.82+2.76i .
\end{align}
The Fourier sum evaluated at $S\mathbf q$ gives the same values. Without the phase, real and imaginary parts would be interchanged, up to sign.

\subsection{Leaving out one ingredient}

Omitting the phase, the permutation or the factor $S$ leaves $\Gamma$ unitary. Omitting the conjugation replaces $C^*$ by $C$, which has the same real eigenvalues. All four faults therefore preserve the mesh spectrum, as long as the faulty rule is used only to fill the arms of a star. If it is also used for averaging, different matrices are added and the spectrum is not preserved: in this model the largest changes on the mesh are then between 1 and 3 THz. Here the exact wedge matrices were rotated without averaging. To expose the faults, the mesh matrices were transformed to real space on the box of cells with indices $-3,\dots,2$, $-3,\dots,2$ and $-2,\dots,1$, summed at $(0.13,0.21,0.37)$ and made Hermitian. Nothing forces the faulty matrices to be positive, so each eigenvalue $\lambda$ is converted to $\mathrm{sgn}(\lambda)\sqrt{|\lambda|}$, an imaginary frequency counting as negative, and the sorted lists are compared. With the mesh points visited in lexicographic order of their integer indices, and the operations in lexicographic order of the elements of $W$, the largest errors are 4.9 THz without phases (5.0 THz if the last loop conjugates the matrix stored at $S\mathbf q$ instead of $Y$), 4.2 THz without permutation, 4.0 THz without $S$ and 0.2 THz without conjugation. Faulty force constants need not be short-ranged, so the choice of cells matters: with the Wigner--Seitz cell of the supercell the four errors are 4.8, 4.5, 4.4 and 0.1 THz. These values depend strongly on which member of each star is taken as the wedge point. With random orders of visiting and the box of cells, the error without phases fell below 0.3 THz and the error without conjugation rose above 4 THz, so the numbers do not rank the four faults. The correct mesh reproduces the direct sum to rounding error, since the springs reach less than half the supercell belonging to the mesh.

\subsection{Noise}

At $(0,0,\tfrac12)$ all six operations enter (\ref{maps}) twice. The identity gives $|\mathrm{tr}\,\Gamma|^2=81$. The screws move every atom and give 0. Each twofold rotation fixes one atom, where $\mathrm{tr}\,S=-1$, and gives 1. In the second sum the identity gives 9 and the screws 0. A twofold rotation applied twice is the identity, so the shifts of two exchanged atoms obey $\mathbf R_b=-S\mathbf R_a$; their $c$ components are equal, the phases cancel in $\Gamma^*\Gamma$, and the trace is 9. Hence
\begin{equation}
d=\frac{81+3\cdot1+9+3\cdot9}{12}=10,
\end{equation}
whereas rotations alone would leave $(81+3)/6=14$. The table compares $d/81$ with the fraction of squared noise norm kept in 3000 random matrices at each point.

\begin{center}
\begin{tabular}{lcccc}
$\mathbf q$ & $h$ & $d$ & kept & $d/81$\\
\hline
$(0,0,0)$ & 12 & 10 & 0.126 & 0.123\\
$(0,0,\frac14)$ & 6 & 18 & 0.222 & 0.222\\
$(0,0,\frac12)$ & 12 & 10 & 0.123 & 0.123\\
$(\frac12,0,0)$ & 4 & 25 & 0.308 & 0.309\\
$(\frac13,\frac13,0)$ & 6 & 14 & 0.173 & 0.173\\
$(\frac16,\frac13,\frac14)$ & 1 & 81 & 1.000 & 1.000
\end{tabular}
\end{center}
At the last point only the identity remains, and averaging does nothing.

One noisy matrix at $(0,0,\tfrac12)$ with $\sigma=0.5$ THz$^2$ gives these frequencies in THz:
\begin{center}
\small
\begin{tabular}{lccccccccc}
true & 2.11 & 2.11 & 2.85 & 2.90 & 4.88 & 4.88 & 7.73 & 7.73 & 9.23\\
noisy & 1.89 & 2.12 & 2.70 & 3.03 & 4.85 & 4.92 & 7.77 & 7.85 & 9.23\\
averaged & 2.05 & 2.05 & 2.84 & 2.86 & 4.88 & 4.88 & 7.81 & 7.81 & 9.23
\end{tabular}
\end{center}
The three degenerate pairs return. The norm of the error falls from 4.63 to 1.84 THz$^2$. A single frequency can still get worse: the lower member of the pair at 7.73 THz was wrong by 0.03 THz before averaging and by 0.07 THz after it. The theorem concerns the matrix norm, not each eigenvalue.

At $(\tfrac12,0,0)$, whose star has three arms, different routes to one arm disagree by up to 1.7 THz$^2$ in a matrix element for one noisy matrix. After averaging they agree to rounding error.

\section{Failure modes}

\textbf{Acoustic sum rule.} Little-group averaging does not impose translational invariance. Let the columns of $T$ be the three normalised uniform displacements, weighted by $\sqrt{M_\kappa}$. For one noisy matrix at $\mathbf q=0$, $\|CT\|$ was 2.2 THz$^2$ before averaging and 0.8 THz$^2$ after; it should vanish. Replacing $C(0)$ by $(1-TT^T)C(0)(1-TT^T)$ repairs this point without spoiling the symmetry, because $\Gamma T=TS$ makes $TT^T$ commute with $\Gamma$. It does not correct the other mesh points.

\textbf{False symmetry.} If the atoms do not really have the assumed symmetry, averaging erases physical terms. The removed part is a diagnostic. For the noisy matrix at $(0,0,\tfrac12)$, (\ref{noise}) predicts a root-mean-square norm of $\sqrt{71}\times0.5=4.2$ THz$^2$, and 4.2 THz$^2$ was removed. A much larger value than the known noise allows points to a wrong structure or a wrong convention. A small value proves nothing: where only the identity remains no fault is seen, and among the points of the table the opposite Fourier sign shows up only at $(0,0,\tfrac14)$.

\textbf{Unsuitable mesh.} Each operation must map the mesh onto itself. Here the first two divisions must be equal, since the screw mixes those components.

\textbf{Polar crystals.} The long-range dipole term makes the limit $\mathbf q\to0$ depend on direction. Averaging that limit over all operations would mix symmetry-related directions, unless every operation carries the direction into itself or its opposite, as for the $c$ axis here. The non-analytic term should be left out of the matrix at $\mathbf q=0$ and added afterwards for the chosen direction.

\textbf{Opposite Fourier sign.} A code with $e^{-i\mathbf q\cdot\mathbf R}$ in (\ref{C}) stores $C^*$, and its transformation matrix is $\Gamma^*$.
